# The Lévy-Leblond equation: spin and g = 2 without relativity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Dirac equation to a nonrelativistic spin

### 1. What dimensions and rotations allow

Consider an electron of mass $m$ and charge $-e$ in given external fields, described by a two-component wave function. Which energy terms can act on its spin, and which of them can survive when the speed of light $c$ tends to infinity?

Every $2\times2$ matrix is a combination of the unit matrix and the three Pauli matrices $\boldsymbol\sigma=(\sigma_x,\sigma_y,\sigma_z)$. Take first a term that is linear in the magnetic field $\mathbf B$ and contains neither the momentum nor derivatives of the field. Rotational symmetry requires a scalar, and the only scalar linear in both $\boldsymbol\sigma$ and $\mathbf B$ is $\boldsymbol\sigma\cdot\mathbf B$. It is also unchanged by a reflection of space, because both factors are axial vectors.

In SI units $e\hbar B/m$ is an energy. The constants in a one-electron equation with external fields are $\hbar$, $m$, $c$ and the charge $e$ that multiplies the fields. The vacuum permittivity does not enter, so no pure number can be formed from these constants. The term must therefore be

$$
H_{\rm spin}=g\,\mu_B\,\mathbf B\cdot\mathbf S,\qquad \mu_B=\frac{e\hbar}{2m},\qquad \mathbf S=\tfrac12\boldsymbol\sigma ,
$$

where $g$ is a number. There is no $c$ in it, so nothing in the dimensions makes it disappear as $c\to\infty$.

Now take a term that couples the spin to the motion in a potential energy $V$, built from the scalar $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. This scalar has the dimension of energy times momentum divided by length. Multiplication by $\hbar$, which is a momentum times a length, gives energy times momentum squared. To obtain an energy we must divide by $m^2$ times the square of a velocity, and the only velocity among the constants is $c$. Hence

$$
H_{\rm so}=k\,\frac{\hbar}{m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),
$$

with a number $k$. This term must vanish in the limit.

The argument fixes the forms and leaves the numbers $g$ and $k$ open. The Dirac equation supplies them: $g=2$ in the limit, and $k=\tfrac14$ for the leading correction.

### 2. Conventions and the Dirac pair

From here on the algebra uses atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$, so that the electron has charge $-1$ and $\mu_B=\tfrac12$. The fields are static. The electron has potential energy $V(\mathbf r)$ and moves in a vector potential $\mathbf A(\mathbf r)$ with $\mathbf B=\nabla\times\mathbf A$. For charge $-1$ the kinetic momentum is

$$
\boldsymbol\pi=\mathbf p+\mathbf A,\qquad \mathbf p=-i\nabla .
$$

These are the atomic units based on the SI form of electromagnetism. In Gaussian units the same operator reads $\mathbf p+\mathbf A_{\rm G}/c$, and our $\mathbf A$ is $\mathbf A_{\rm G}/c$. The distinction matters for the limit. We hold $\mathbf A$ fixed. If $\mathbf A_{\rm G}$ were held fixed instead, the orbital and spin effects of the magnetic field would both fade away together with $1/c$.

The Dirac Hamiltonian is $c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2+V$, with

$$
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$

We measure the energy $E$ from the rest energy $c^2$, so that $\beta c^2$ is replaced by $(\beta-1)c^2$. This is $0$ in the upper block and $-2c^2$ in the lower one. Let $\phi$ be the upper and $\chi$ the lower pair of components. The eigenvalue equation becomes

$$
V\phi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=E\phi,\tag{1}
$$
$$
c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi+(V-2c^2)\chi=E\chi .\tag{2}
$$

In this form the limit cannot be read off, since $c$ multiplies some terms and the size of $\chi$ also depends on $c$.

### 3. The rescaling

Suppose that $\chi$ scales as a power of $c$ and write $\chi=c^{-s}\eta$, with $\eta$ remaining finite. In equation (2) the two large terms are then $c\,\boldsymbol\sigma\cdot\boldsymbol\pi\phi$ and $-2c^{2-s}\eta$. They can balance only if $1=2-s$, so $s=1$. We therefore set

$$
\chi=\frac{\eta}{c}.\tag{3}
$$

In equation (1) the factor $c$ cancels without any approximation:

$$
V\phi+\boldsymbol\sigma\cdot\boldsymbol\pi\,\eta=E\phi .\tag{4}
$$

Equation (2) becomes

$$
c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi+\frac{V}{c}\eta-2c\,\eta=\frac{E}{c}\eta .
$$

We divide by $c$ and move the term with $V$ to the right:

$$
\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi-2\eta=\frac{E-V}{c^2}\,\eta .\tag{5}
$$

Equations (4) and (5) are still the full Dirac equation. The normalization integral, with $\chi^\dagger\chi=\eta^\dagger\eta/c^2$, is

$$
\langle\phi|\phi\rangle+\frac{1}{c^2}\langle\eta|\eta\rangle=1 .\tag{6}
$$

### 4. The limit

Let $c\to\infty$ while $V$, $\mathbf A$ and $E$ stay fixed. The right side of (5) vanishes, and what remains is the Lévy-Leblond equation:

$$
\boxed{\;V\phi+\boldsymbol\sigma\cdot\boldsymbol\pi\,\eta=E\phi,\qquad
\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi-2\eta=0\;}\tag{7}
$$

It has four components, it is of first order in the momentum, and it does not contain $c$. The second equation gives

$$
\eta=\tfrac12\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi .\tag{8}
$$

Since $\boldsymbol\pi$ is the velocity in atomic units, $\eta$ is of the size of half a velocity times $\phi$. The small component itself, $\chi=\eta/c$, does vanish, and the normalization (6) becomes $\langle\phi|\phi\rangle=1$. What survives is the rescaled quantity $\eta$: in (1) the vanishing $\chi$ is multiplied by the growing factor $c$, and the product stays finite.

The limit requires $|E-V|\ll2c^2$ wherever the wave function matters, because the right side of (5) is smaller than the term $2\eta$ by the factor $(E-V)/(2c^2)$. For the potential $-Z/r$ of a point nucleus this comparison fails at distances below about $Z/(2c^2)$. That radius shrinks to zero at fixed $Z$, but for finite $c$ the neighbourhood of a heavy nucleus needs separate care.

The Dirac equation also has solutions for which $E$ is not bounded as $c$ grows. Put $E=-2c^2+\delta$ with $\delta$ fixed. Equation (1) then gives

$$
\phi=\frac{c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi}{E-V}\approx
-\frac{1}{2c}\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi ,
$$

where $V$ and $\delta$ have been dropped against $2c^2$. In (2) the terms $-2c^2\chi$ on the two sides cancel, and there remains

$$
\left[V-\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\right]\chi=\delta\,\chi .
$$

Here $\phi$ is the small part. These solutions move away to $E\approx-2c^2$ and are absent from (7). The Lévy-Leblond equation has four components, but its second line is a constraint without an energy in it, so a solution is fixed by the two components of $\phi$.

### 5. Elimination and the square of $\boldsymbol\sigma\cdot\boldsymbol\pi$

Insert (8) into the first equation of (7):

$$
\left[\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V\right]\phi=E\phi .\tag{9}
$$

The square follows from the product rule of the Pauli matrices,

$$
\sigma_k\sigma_l=\delta_{kl}+i\sum_m\varepsilon_{klm}\sigma_m .
$$

The matrices $\sigma_k$ commute with the operators $\pi_l$, which act on position only. Therefore

$$
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\sum_{kl}\sigma_k\sigma_l\,\pi_k\pi_l
=\boldsymbol\pi^2+i\,\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).\tag{10}
$$

For ordinary vectors the cross product of a vector with itself is zero. Here the components of $\boldsymbol\pi$ do not commute. To find the $z$ component, let the operators act on a function $f$:

$$
\pi_x\pi_yf=(-i\partial_x+A_x)(-i\partial_yf+A_yf)
$$
$$
=-\partial_x\partial_yf-i(\partial_xA_y)f-iA_y\partial_xf-iA_x\partial_yf+A_xA_yf .
$$

The second term arises because $\partial_x$ also differentiates $A_y$. Exchanging $x$ and $y$ gives

$$
\pi_y\pi_xf=-\partial_y\partial_xf-i(\partial_yA_x)f-iA_x\partial_yf-iA_y\partial_xf+A_yA_xf .
$$

In the difference all terms cancel except the second ones:

$$
(\boldsymbol\pi\times\boldsymbol\pi)_zf=(\pi_x\pi_y-\pi_y\pi_x)f=-i(\partial_xA_y-\partial_yA_x)f=-iB_zf .
$$

The other components follow by cyclic exchange of $x,y,z$, so $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$. With $i\cdot(-i)=1$, equation (10) becomes

$$
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B .\tag{11}
$$

### 6. Reading off $g$

Equation (9) is now the Pauli equation,

$$
\left[\tfrac12\boldsymbol\pi^2+V+\tfrac12\boldsymbol\sigma\cdot\mathbf B\right]\phi=E\phi .\tag{12}
$$

Its last term is $\tfrac12\boldsymbol\sigma\cdot\mathbf B=\mathbf B\cdot\mathbf S$. The general form of part 1 is $g\mu_B\mathbf B\cdot\mathbf S=\tfrac g2\,\mathbf B\cdot\mathbf S$ in atomic units. Comparison gives

$$
\boxed{\;g=2\;}
$$

The sign is positive: the energy is lower when the spin points against $\mathbf B$, as it should be for a negative charge, whose magnetic moment is opposite to its spin.

The orbital motion provides a comparison. In a uniform field take $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, for which $\nabla\cdot\mathbf A=0$ and hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. The part of $\tfrac12\boldsymbol\pi^2$ linear in the field is

$$
\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\mu_B\,\mathbf B\cdot\mathbf L ,
$$

so the orbital factor is 1. Per unit of angular momentum, the spin couples twice as strongly.

The value 2 rests on a definite assumption, namely that the field enters the first-order equation only through $\mathbf p\to\mathbf p+\mathbf A$. If a term $\kappa\,\boldsymbol\sigma\cdot\mathbf B\,\phi$ were added by hand to the first line of (7), the coefficient in (12) would change from $\tfrac12$ to $\tfrac12+\kappa$. Since $g\mu_B\mathbf B\cdot\mathbf S=\tfrac g4\boldsymbol\sigma\cdot\mathbf B$, this would mean $g=2+4\kappa$. Corrections from the quantized radiation field lie outside the present equation.

### 7. The equation obeys Galilean relativity

To see that (7) is nonrelativistic in its symmetry as well, consider a free electron and let time run. After the rest energy has been removed, $E$ is replaced by $i\partial_t$:

$$
i\partial_t\phi=\boldsymbol\sigma\cdot\mathbf p\,\eta,\qquad \boldsymbol\sigma\cdot\mathbf p\,\phi=2\eta .
$$

Give the electron an additional velocity $\mathbf v$. With $\theta=\mathbf v\cdot\mathbf r-\tfrac12v^2t$, and with $\phi,\eta$ on the right taken at position $\mathbf r-\mathbf vt$ and time $t$, define

$$
\phi'=e^{i\theta}\phi,\qquad \eta'=e^{i\theta}\left(\eta+\tfrac12\boldsymbol\sigma\cdot\mathbf v\,\phi\right).
$$

Acting with $\mathbf p$ on the phase produces $\mathbf v$, so the second equation holds for the new functions:

$$
\boldsymbol\sigma\cdot\mathbf p\,\phi'=e^{i\theta}(\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf v)\phi=e^{i\theta}(2\eta+\boldsymbol\sigma\cdot\mathbf v\,\phi)=2\eta' .
$$

For the first equation, the time derivative acts on the phase, on the shifted position and on the explicit time:

$$
i\partial_t\phi'=e^{i\theta}\left(\tfrac12v^2\phi+\mathbf v\cdot\mathbf p\,\phi+\boldsymbol\sigma\cdot\mathbf p\,\eta\right).
$$

The other side is

$$
\boldsymbol\sigma\cdot\mathbf p\,\eta'=e^{i\theta}\left[\boldsymbol\sigma\cdot\mathbf p\,\eta+\boldsymbol\sigma\cdot\mathbf v\,\eta+\tfrac12(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf v)\phi+\tfrac12v^2\phi\right].
$$

Replace $\boldsymbol\sigma\cdot\mathbf v\,\eta$ by $\tfrac12(\boldsymbol\sigma\cdot\mathbf v)(\boldsymbol\sigma\cdot\mathbf p)\phi$. The two mixed products add up to $\mathbf v\cdot\mathbf p\,\phi$, because $\sigma_k\sigma_l+\sigma_l\sigma_k=2\delta_{kl}$. The two sides agree. A moving observer thus finds the same equation, with the same time $t$ and with no reference to $c$.

## Second half: what the limit keeps, what it loses, and a worked example

As $c\to\infty$ the Dirac equation becomes the Lévy-Leblond equation, which obeys Galilean relativity and gives the electron's spin term with $g=2$. What remains is to find the magnetic moment in the current, derive the first corrections in $1/c^2$, including the spin-orbit number $k$, and test the results in a worked example.
